# Weighted splitting and roulette for the high-energy tail of a phonon ladder: verification in Python

```python
"""Splitting and Russian roulette for the high-energy tail of a phonon ladder.

Result under test: the weighted time spent at level n >= M, per excursion from
n = 0, has the plain-simulation mean for every integer splitting factor R.
Its relative variance V and work C (flights per cycle) have closed forms.
Model: 2D electrons absorb optical phonons at rate a and emit them at rate b
(emission only for n >= 1); rho = a/b = exp(-hbar omega/(k_B T)).
The analytic stationary tail is P(n >= M) = rho**M.
A particle at level n carries weight R**(-(min(n, M) - 1)).
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge


def relative_variance(rho, M, R):
    """Closed-form variance of one cycle score divided by its squared mean."""
    n = np.arange(1, M)
    growth = (rho**(-(n + 1.0)) - 1) / (1 / rho - 1)
    scoring = (2 * float(R)**(1 - M) * rho**(1 - M)
               * (1 + rho - rho**M) / (1 - rho))
    splitting = (1 - 1 / R) * np.sum(rho**n * float(R)**(1 - n) * growth**2)
    return scoring + splitting - 1


def work(rho, M, R):
    """Closed-form mean number of simulated flights per cycle."""
    n = np.arange(1, M + 1)
    return (1 + rho) * (np.sum((rho * R)**(n - 1))
                        + float(R)**(M - 1) * rho**M / (1 - rho))


def residence_time(up, down, M):
    """Mean time at n >= M before absorption at n = 0, by linear solution."""
    levels = np.arange(1, len(up) + 1)
    matrix = np.diag(up + down) - np.diag(up[:-1], 1) - np.diag(down[1:], -1)
    return np.linalg.solve(matrix, (levels >= M).astype(float))[0]


def branching_moments(up, down, M, R):
    """Mean and second moment, in units of the plain mean, from the
    Laplace transform of the complete branching score."""
    size = len(up)
    n = np.arange(1, size + 1)
    rate = up + down
    weight = float(R)**(-(np.minimum(n, M) - 1.0))
    copies = np.where(n < M, R, 1)
    keep = np.where((n > 1) & (n <= M), 1 / R, 1.0)
    plain_mean = residence_time(up, down, M)
    step = 1e-4

    def transform(theta):
        phi = np.ones(size + 2)
        damping = rate / (rate + theta / plain_mean * weight * (n >= M))
        for _ in range(800):
            phi[1:-1] = damping * (up / rate * phi[2:]**copies
                                   + down / rate
                                   * (1 - keep + keep * phi[:-2]))
        return phi[1]

    plus, minus = transform(step), transform(-step)
    return (minus - plus) / (2 * step), (plus + minus - 2) / step**2


def uniform_rates(rho, size):
    up, down = np.full(size, rho), np.ones(size)
    up[-1] = 0.0
    return up, down


def offspring_matrix(rho, M, R, size, roulette=True):
    """Mean numbers of particles produced at each level by one event."""
    n = np.arange(1, size + 1)
    to_higher = rho / (1 + rho) * np.where(n < M, R, 1)
    to_lower = 1 / (1 + rho) * np.where((n <= M) & roulette, 1 / R, 1.0)
    return np.diag(to_higher[:-1], 1) + np.diag(to_lower[1:], -1)


def simulate(cycles, M, R, absorption, emission, rng):
    """Return weighted residence times per cycle and the flight count."""
    total_rate = absorption + emission
    root = np.arange(cycles)
    level = np.ones(cycles, dtype=int)
    weight = np.ones(cycles)
    score_roots, score_times = [], []
    flights = 0
    while root.size:
        flights += root.size
        above = level >= M
        score_roots.append(root[above])
        dwell = rng.exponential(1 / total_rate, np.count_nonzero(above))
        score_times.append(weight[above] * dwell)
        rises = rng.random(root.size) < absorption / total_rate
        new_level = level + np.where(rises, 1, -1)
        split = rises & (new_level <= M)
        roulette = ~rises & (level <= M) & (new_level >= 1)
        copies = np.ones(root.size, dtype=int)
        copies[split] = R
        copies[roulette] = rng.random(np.count_nonzero(roulette)) < 1 / R
        copies[new_level == 0] = 0
        weight = np.where(split, weight / R,
                          np.where(roulette, weight * R, weight))
        root = np.repeat(root, copies)
        level = np.repeat(new_level, copies)
        weight = np.repeat(weight, copies)
    scores = np.bincount(np.concatenate(score_roots),
                         weights=np.concatenate(score_times),
                         minlength=cycles)
    return scores, flights


# Model parameters
phonon_meV, temperature, coupling_rate = 35.0, 300.0, 5e12
M, R, split_cycles = 10, 4, 400_000
ratio = phonon_meV * 1e-3 * charge / (boltzmann * temperature)
rho = np.exp(-ratio)
occupation = 1 / np.expm1(ratio)
absorption = coupling_rate * occupation
emission = coupling_rate * (occupation + 1)
tail = rho**M
cycle_time = 1 / absorption + 1 / (emission - absorption)
mean_score = tail / (absorption * (1 - rho))

# A parabolic 2D band has equal numbers of states in equal energy shells.
axis = np.arange(-600, 601)
square = axis[:, None]**2 + axis[None, :]**2
low_shell = np.count_nonzero((square >= 100000) & (square < 120000))
high_shell = np.count_nonzero((square >= 200000) & (square < 220000))
assert abs(low_shell / high_shell - 1) < 0.02

# Stationary tail and mean residence time from the rate matrix.
size = M + 40
generator = (np.diag(np.full(size - 1, absorption), -1)
             + np.diag(np.full(size - 1, emission), 1))
generator -= np.diag(generator.sum(axis=0))
balance = generator / emission
balance[-1] = 1.0
right_side = np.zeros(size)
right_side[-1] = 1.0
stationary = np.linalg.solve(balance, right_side)
assert abs(stationary[M:].sum() / tail - 1) < 1e-7
up, down = uniform_rates(rho, size)
numeric_score = residence_time(up * emission, down * emission, M)
assert abs(numeric_score / mean_score - 1) < 1e-9
assert abs(numeric_score / cycle_time / tail - 1) < 1e-9

# Full branching law against closed forms; tolerance covers finite differences.
for test_rho, test_M, test_R in [(rho, 3, 1), (rho, 10, 4),
                                 (0.4, 5, 2), (0.3, 6, 3), (rho, 4, 6)]:
    up, down = uniform_rates(test_rho, test_M + 45)
    first, second = branching_moments(up, down, test_M, test_R)
    expected = relative_variance(test_rho, test_M, test_R) + 1
    assert abs(first - 1) < 1e-3
    assert abs(second / expected - 1) < 1e-3
    matrix = offspring_matrix(test_rho, test_M, test_R, test_M + 45)
    start = np.zeros(len(up))
    start[0] = 1
    visits = np.linalg.solve(np.eye(len(up)) - matrix.T, start)
    assert abs(visits.sum() / work(test_rho, test_M, test_R) - 1) < 1e-8

# Unbiasedness with irregular level-dependent rates.
n = np.arange(1, 46)
irregular_up = rho * (1 + 0.5 * np.sin(n))
irregular_up[-1] = 0
irregular_down = 1 + 0.3 * np.cos(2 * n)
irregular_mean, _ = branching_moments(irregular_up, irregular_down, 4, 3)
assert abs(irregular_mean - 1) < 1e-3

# Linear growth of variance when R*rho = 1, from the full branching law.
moments = [branching_moments(*uniform_rates(0.25, level + 40), level, 4)[1]
           for level in (12, 13)]
variance_step = moments[1] - moments[0]
variance_step_law = 1 / (0.25 * 0.75)
assert abs(variance_step / variance_step_law - 1) < 0.01

# Population growth with and without roulette.
radius_with = max(abs(np.linalg.eigvals(offspring_matrix(rho, M, R, 20))))
radius_without = max(abs(np.linalg.eigvals(
    offspring_matrix(rho, M, R, 20, roulette=False))))
assert radius_with < 1 < radius_without

# Direct simulations with nearly equal numbers of flights.
rng = np.random.default_rng(20240)
V_split, V_plain = relative_variance(rho, M, R), relative_variance(rho, M, 1)
C_split, C_plain = work(rho, M, R), work(rho, M, 1)
split_scores, split_flights = simulate(split_cycles, M, R,
                                       absorption, emission, rng)
plain_cycles = int(round(split_flights / C_plain))
plain_scores, plain_flights = simulate(plain_cycles, M, 1,
                                       absorption, emission, rng)
split_estimate = split_scores.mean() / cycle_time
plain_estimate = plain_scores.mean() / cycle_time
split_error = np.sqrt(V_split / split_cycles)
plain_error = np.sqrt(V_plain / plain_cycles)
measured_V = split_scores.var(ddof=1) / mean_score**2
assert abs(split_estimate / tail - 1) < 5 * split_error
assert abs(plain_estimate / tail - 1) < 5 * plain_error
assert abs(measured_V / V_split - 1) < 0.12
assert abs(split_flights / split_cycles / C_split - 1) < 0.06
assert abs(plain_flights / split_flights - 1) < 0.06


def gain(level, factor):
    return (relative_variance(rho, level, 1) * work(rho, level, 1)
            / (relative_variance(rho, level, factor)
               * work(rho, level, factor)))


factors = range(2, 9)
best_factor = max(factors, key=lambda factor: gain(M, factor))
assert best_factor == R

print(f"phonon energy = {phonon_meV:.1f} meV")
print(f"temperature = {temperature:.1f} K")
print(f"coupling rate W = {coupling_rate:.3e} s^-1")
print(f"threshold level M = {M}; splitting factor R = {R}")
print(f"threshold energy above ladder origin = {M*phonon_meV/1000:.3f} eV")
print(f"phonon energy/(k_B T) = {ratio:.5f}")
print(f"phonon occupation N = {occupation:.5f}")
print(f"absorption rate a = {absorption:.5e} s^-1")
print(f"emission rate b = {emission:.5e} s^-1")
print(f"rho = {rho:.6f}; 1/rho = {1/rho:.4f}; R*rho = {R*rho:.4f}")
print(f"analytic tail probability = {tail:.5e}")
print(f"mean cycle time = {cycle_time:.5e} s")
print(f"mean time above threshold per cycle = {mean_score:.5e} s")
print(f"particle weight at threshold = {float(R)**(1-M):.5e}")
print(f"relative variance per cycle, plain = {V_plain:.5e}")
print(f"relative variance per cycle, split = {V_split:.4f}")
print(f"flights per cycle, plain = {C_plain:.4f}")
print(f"flights per cycle, split = {C_split:.4f}")
print(f"predicted efficiency gain = {gain(M, R):.1f}")
print(f"population spectral radius with roulette = {radius_with:.4f}")
print(f"population spectral radius without roulette = {radius_without:.4f}")
print(f"irregular-rate split mean/plain mean = {irregular_mean:.6f}")
print(f"rho=0.25, R=4: variance step M=12 to 13 = {variance_step:.4f}")
print(f"rho=0.25, R=4: limiting variance step = {variance_step_law:.4f}")
print(f"split run: cycles = {split_cycles}; flights = {split_flights}")
print(f"split run: tail estimate = {split_estimate:.5e}")
print(f"split run: estimate/exact = {split_estimate/tail:.5f}")
print(f"split run: predicted relative standard error = {split_error:.5f}")
print(f"split run: measured relative variance = {measured_V:.4f}")
print(f"split run: flights per cycle = {split_flights/split_cycles:.4f}")
print(f"plain run: cycles = {plain_cycles}; flights = {plain_flights}")
print(f"plain run: cycles reaching M = {np.count_nonzero(plain_scores)}")
print(f"plain run: tail estimate = {plain_estimate:.5e}")
print(f"plain run: estimate/exact = {plain_estimate/tail:.5f}")
print(f"plain run: predicted relative standard error = {plain_error:.5f}")
for factor in factors:
    print(f"M={M}, R={factor}: efficiency gain = {gain(M, factor):.2f}")
print(f"best integer R from 2 to 8 = {best_factor}")
for level in (5, 10, 15, 20):
    print(f"M={level}, R={R}: tail = {rho**level:.3e}, "
          f"V_split = {relative_variance(rho, level, R):.2f}, "
          f"gain = {gain(level, R):.3e}")
print("tests ok")
```

Running it gives:

```
phonon energy = 35.0 meV
temperature = 300.0 K
coupling rate W = 5.000e+12 s^-1
threshold level M = 10; splitting factor R = 4
threshold energy above ladder origin = 0.350 eV
phonon energy/(k_B T) = 1.35386
phonon occupation N = 0.34815
absorption rate a = 1.74074e+12 s^-1
emission rate b = 6.74074e+12 s^-1
rho = 0.258241; 1/rho = 3.8723; R*rho = 1.0330
analytic tail probability = 1.31904e-06
mean cycle time = 7.74469e-13 s
mean time above threshold per cycle = 1.02156e-18 s
particle weight at threshold = 3.81470e-06
relative variance per cycle, plain = 6.64198e+05
relative variance per cycle, split = 42.4928
flights per cycle, plain = 1.6963
flights per cycle, split = 15.2094
predicted efficiency gain = 1743.3
population spectral radius with roulette = 0.7987
population spectral radius without roulette = 1.5519
irregular-rate split mean/plain mean = 1.000000
rho=0.25, R=4: variance step M=12 to 13 = 5.3335
rho=0.25, R=4: limiting variance step = 5.3333
split run: cycles = 400000; flights = 6007350
split run: tail estimate = 1.29564e-06
split run: estimate/exact = 0.98226
split run: predicted relative standard error = 0.01031
split run: measured relative variance = 42.1862
split run: flights per cycle = 15.0184
plain run: cycles = 3541454; flights = 6005140
plain run: cycles reaching M = 12
plain run: tail estimate = 7.81372e-07
plain run: estimate/exact = 0.59238
plain run: predicted relative standard error = 0.43307
M=10, R=2: efficiency gain = 158.80
M=10, R=3: efficiency gain = 1231.08
M=10, R=4: efficiency gain = 1743.29
M=10, R=5: efficiency gain = 968.16
M=10, R=6: efficiency gain = 386.35
M=10, R=7: efficiency gain = 145.88
M=10, R=8: efficiency gain = 57.09
best integer R from 2 to 8 = 4
M=5, R=4: tail = 1.148e-03, V_split = 21.19, gain = 8.440e+00
M=10, R=4: tail = 1.319e-06, V_split = 42.49, gain = 1.743e+03
M=15, R=4: tail = 1.515e-09, V_split = 60.61, gain = 6.578e+05
M=20, R=4: tail = 1.740e-12, V_split = 76.01, gain = 3.151e+08
tests ok
```
